# Why allyl's central carbon carries negative spin despite the SOMO node: a program that tests the result

```python
"""Spin density of the allyl pi system: unrestricted Hartree-Fock (UHF).

Model: three sites 1-2-3, hopping T, on-site repulsion U, two spin-up and
one spin-down electron. Energies are in units of the hopping T.
Result under test: the lowest UHF determinant has site spin densities
    ((1+s)/2, -s, (1+s)/2),
    s/sqrt(1-s^2) = U(1+3s)/(8 sqrt(2) T),  s > 0,
so the central site, a node of the singly occupied orbital (SOMO), carries
negative spin. Also tested: the energy, <S^2> = 3/4 + s^2, the first-pass
polarization, and the weak-coupling law of the exact model ground state.
The UHF side comes from a search over all real determinants, and the exact
side from diagonalization in the many-electron space.
"""
import numpy as np
from scipy.optimize import brentq, minimize

T = 1.0
HOP = -T * np.array([[0., 1., 0.], [1., 0., 1.], [0., 1., 0.]])
rng = np.random.default_rng(7)


# ---- many-electron operators: modes 0-2 spin up, modes 3-5 spin down ----
def annihilator(mode):
    lower = np.array([[0., 1.], [0., 0.]])
    sign = np.diag([1., -1.])
    op = np.eye(1)
    for m in range(6):
        factor = sign if m < mode else lower if m == mode else np.eye(2)
        op = np.kron(op, factor)
    return op


C = [annihilator(m) for m in range(6)]
N = [c.T @ c for c in C]
KINETIC = sum(HOP[i, j] * C[i + o].T @ C[j + o]
              for o in (0, 3) for i in range(3) for j in range(3))
REPULSION = sum(N[i] @ N[i + 3] for i in range(3))
SPLUS = sum(C[i].T @ C[i + 3] for i in range(3))
SZ = 0.5 * sum(N[i] - N[i + 3] for i in range(3))
S2 = SPLUS.T @ SPLUS + SZ @ SZ + SZ
count_up = np.diag(sum(N[:3]))
count_down = np.diag(sum(N[3:]))
SECTOR = np.where((np.round(count_up) == 2) & (np.round(count_down) == 1))[0]


def observables(state, U):
    energy = state @ (KINETIC + U * REPULSION) @ state
    spin = np.array([state @ (N[i] - N[i + 3]) @ state for i in range(3)])
    return energy, spin, state @ S2 @ state


def exact_ground(U):
    ham = (KINETIC + U * REPULSION)[np.ix_(SECTOR, SECTOR)]
    values, vectors = np.linalg.eigh(ham)
    assert values[1] - values[0] > 1e-3
    state = np.zeros(64)
    state[SECTOR] = vectors[:, 0]
    return observables(state, U)


def determinant(up, down):
    state = np.zeros(64)
    state[0] = 1.0
    for orbital, offset in ((down[:, 0], 3), (up[:, 1], 0), (up[:, 0], 0)):
        state = sum(orbital[i] * C[i + offset].T for i in range(3)) @ state
    return state


# ---- UHF: global search over real determinants, then self-consistency ----
def uhf(U):
    def densities(x):
        hole = x[:3] / np.linalg.norm(x[:3])
        down = x[3:] / np.linalg.norm(x[3:])
        return np.eye(3) - np.outer(hole, hole), np.outer(down, down)

    def energy(x):
        d_up, d_down = densities(x)
        return (np.sum(HOP * (d_up + d_down))
                + U * np.diag(d_up) @ np.diag(d_down))

    runs = [minimize(energy, rng.normal(size=6)) for _ in range(20)]
    best = min(runs, key=lambda run: run.fun)
    n_up, n_down = (np.diag(d) for d in densities(best.x))
    for _ in range(1000):
        up_all = np.linalg.eigh(HOP + U * np.diag(n_down))[1]
        down_all = np.linalg.eigh(HOP + U * np.diag(n_up))[1]
        up, down = up_all[:, :2], down_all[:, :1]
        n_up, n_down = (up**2).sum(axis=1), (down**2).sum(axis=1)
    return best.fun, up, down, n_up, n_down


# ---- derived formulas ----
def root_s(U):
    return brentq(lambda s: s / np.sqrt(1 - s * s)
                  - U * (1 + 3 * s) / (8 * np.sqrt(2) * T),
                  0.0, 1 - 1e-12, xtol=1e-14)


def energy_formula(s, U):
    return (-2 * np.sqrt(2) * T * np.sqrt(1 - s * s)
            + U * (5 - 2 * s - 3 * s * s) / 8)


# ---- symmetric energy as a function of two independent polarizations ----
def even_orbital(polarization):
    return np.array([np.sqrt((1 + polarization) / 4),
                     np.sqrt((1 - polarization) / 2),
                     np.sqrt((1 + polarization) / 4)])


odd = np.array([1., 0., -1.]) / np.sqrt(2)
for u, v, U in ((0.3, -0.2, 1.3), (0.7, 0.1, 3.0), (-0.4, 0.6, 2.0)):
    trial = determinant(np.column_stack([even_orbital(u), odd]),
                        even_orbital(-v)[:, None])
    split = (0.5 * (energy_formula(u, U) + energy_formula(v, U))
             + 3 * U * (u - v)**2 / 16)
    assert abs(observables(trial, U)[0] - split) < 1e-12

# ---- Hueckel start and restricted open-shell reference ----
U0 = 2.0 * T
huckel_e, huckel = np.linalg.eigh(HOP)
somo_square = huckel[:, 1]**2
assert np.allclose(somo_square, [0.5, 0, 0.5], atol=1e-12)


def restricted_energy(x):
    q = np.linalg.qr(x.reshape(3, 2))[0]
    pair, single = q[:, 0], q[:, 1]
    return (2 * pair @ HOP @ pair + single @ HOP @ single
            + U0 * np.sum((pair**2 + single**2) * pair**2))


restricted = min((minimize(restricted_energy, rng.normal(size=6))
                  for _ in range(20)), key=lambda run: run.fun)
restricted_spin = np.linalg.qr(restricted.x.reshape(3, 2))[0][:, 1]**2
assert np.allclose(restricted_spin, somo_square, atol=1e-4)
assert abs(restricted.fun - energy_formula(0.0, U0)) < 1e-7

# ---- first pass: each spin moves in the Hueckel field of the other ----
start_up = (huckel[:, :2]**2).sum(axis=1)
start_down = huckel[:, 0]**2
field_down, field_up = U0 * start_up, U0 * start_down
pass_up = (np.linalg.eigh(HOP + np.diag(field_up))[1][:, :2]**2).sum(axis=1)
pass_down = np.linalg.eigh(HOP + np.diag(field_down))[1][:, 0]**2
k = U0 / (8 * np.sqrt(2) * T)
assert abs(pass_up[1] - pass_down[1] + k / np.sqrt(1 + k * k)) < 1e-12
assert pass_down[1] > start_down[1] and pass_up[1] < start_up[1]

# ---- self-consistent UHF against formulas, and exact diagonalization ----
table = []
for U in (0.5 * T, 1.0 * T, U0, 4.0 * T):
    search_energy, up, down, n_up, n_down = uhf(U)
    e_uhf, spin_uhf, s2_uhf = observables(determinant(up, down), U)
    e_exact, spin_exact, s2_exact = exact_ground(U)
    s = root_s(U)
    assert abs(search_energy - e_uhf) < 1e-7
    assert np.allclose(spin_uhf, [(1 + s) / 2, -s, (1 + s) / 2], atol=1e-8)
    assert abs(e_uhf - energy_formula(s, U)) < 1e-9
    assert abs(s2_uhf - (0.75 + s * s)) < 1e-8
    assert np.allclose(n_up + n_down, 1.0, atol=1e-8)
    assert abs(up[1, 1]) < 1e-7          # SOMO keeps its central node
    assert abs(s2_exact - 0.75) < 1e-10  # exact state is a pure doublet
    assert e_exact < e_uhf < energy_formula(0.0, U)
    assert spin_uhf[1] < spin_exact[1] < 0
    table.append((U, spin_uhf[1], spin_exact[1], s2_uhf))
    if U == U0:
        example = (e_uhf, spin_uhf, s2_uhf, e_exact, spin_exact, s2_exact,
                   n_up, n_down, up, down, s)

# ---- slopes at zero polarization and at zero repulsion ----
step = 1e-3
slope_energy = (energy_formula(step, U0) - energy_formula(-step, U0)) / (2 * step)
assert abs(slope_energy + U0 / 4) < 1e-9
slope_exact = (exact_ground(step)[1][1] - exact_ground(-step)[1][1]) / (2 * step)
slope_law = -1 / (8 * np.sqrt(2) * T)
assert abs(slope_exact - slope_law) < 1e-5
slope_uhf = -root_s(1e-5) / 1e-5
assert abs(slope_uhf - slope_law) < 1e-5

(e_uhf, spin_uhf, s2_uhf, e_exact, spin_exact, s2_exact,
 n_up, n_down, up, down, s) = example
assert abs(s - 1 / 3) < 1e-10


def row(values):
    return "  ".join(f"{value + 0.0:.4f}" for value in np.round(values, 10))


print("Energies in units of t; populations and spins in electrons")
print(f"Repulsion U: {U0:.1f} t")
print("Hueckel orbital energies (t):", row(huckel_e))
print("SOMO squared, sites 1 2 3:", row(somo_square))
print("Restricted spin density, sites 1 2 3:", row(np.round(restricted_spin, 5)))
print("Hueckel spin-up populations:", row(start_up))
print("Hueckel spin-down populations:", row(start_down))
print("First field on spin-down electron (t):", row(field_down))
print("First field on spin-up electrons (t):", row(field_up))
print(f"First-pass parameter k (no unit): {k:.4f}")
print("First-pass spin-up populations:", row(pass_up))
print("First-pass spin-down populations:", row(pass_down))
print("First-pass spin density:", row(pass_up - pass_down))
print(f"Self-consistent root s (no unit): {s:.6f}")
print("UHF spin-up populations:", row(n_up))
print("UHF spin-down populations:", row(n_down))
print("UHF paired spin-up orbital squared:", row(up[:, 0]**2))
print("UHF paired spin-down orbital squared:", row(down[:, 0]**2))
print("UHF SOMO squared:", row(up[:, 1]**2))
print("UHF spin density, sites 1 2 3:", row(spin_uhf))
print("Exact-model spin density, sites 1 2 3:", row(spin_exact))
print(f"Centre/end spin ratio, UHF (no unit): {spin_uhf[1]/spin_uhf[0]:.4f}")
print(f"Centre/end spin ratio, exact model (no unit): {spin_exact[1]/spin_exact[0]:.4f}")
print(f"Restricted energy: {restricted.fun:.5f} t")
print(f"UHF energy: {e_uhf:.5f} t")
print(f"Exact-model energy: {e_exact:.5f} t")
print(f"UHF <S^2> (hbar^2): {s2_uhf:.4f}")
print(f"Exact-model <S^2> (hbar^2): {s2_exact:.4f}")
print(f"Energy slope dF/ds at s=0: {slope_energy:.4f} t")
print(f"Central spin per U/t at small U, exact model: {slope_exact:.5f}")
print(f"Central spin per U/t at small U, UHF: {slope_uhf:.5f}")
print(f"Central spin per U/t at small U, formula: {slope_law:.5f}")
print("U/t | central spin UHF | central spin exact model | UHF <S^2>")
for U, central_uhf, central_exact, contamination in table:
    print(f"{U:.1f} | {central_uhf:.4f} | {central_exact:.4f} | {contamination:.4f}")
print("OK")
```

It prints:

```
Energies in units of t; populations and spins in electrons
Repulsion U: 2.0 t
Hueckel orbital energies (t): -1.4142  0.0000  1.4142
SOMO squared, sites 1 2 3: 0.5000  0.0000  0.5000
Restricted spin density, sites 1 2 3: 0.5000  0.0000  0.5000
Hueckel spin-up populations: 0.7500  0.5000  0.7500
Hueckel spin-down populations: 0.2500  0.5000  0.2500
First field on spin-down electron (t): 1.5000  1.0000  1.5000
First field on spin-up electrons (t): 0.5000  1.0000  0.5000
First-pass parameter k (no unit): 0.1768
First-pass spin-up populations: 0.7935  0.4130  0.7935
First-pass spin-down populations: 0.2065  0.5870  0.2065
First-pass spin density: 0.5870  -0.1741  0.5870
Self-consistent root s (no unit): 0.333333
UHF spin-up populations: 0.8333  0.3333  0.8333
UHF spin-down populations: 0.1667  0.6667  0.1667
UHF paired spin-up orbital squared: 0.3333  0.3333  0.3333
UHF paired spin-down orbital squared: 0.1667  0.6667  0.1667
UHF SOMO squared: 0.5000  0.0000  0.5000
UHF spin density, sites 1 2 3: 0.6667  -0.3333  0.6667
Exact-model spin density, sites 1 2 3: 0.5791  -0.1583  0.5791
Centre/end spin ratio, UHF (no unit): -0.5000
Centre/end spin ratio, exact model (no unit): -0.2733
Restricted energy: -1.57843 t
UHF energy: -1.66667 t
Exact-model energy: -1.82009 t
UHF <S^2> (hbar^2): 0.8611
Exact-model <S^2> (hbar^2): 0.7500
Energy slope dF/ds at s=0: -0.5000 t
Central spin per U/t at small U, exact model: -0.08839
Central spin per U/t at small U, UHF: -0.08839
Central spin per U/t at small U, formula: -0.08839
U/t | central spin UHF | central spin exact model | UHF <S^2>
0.5 | -0.0509 | -0.0439 | 0.7526
1.0 | -0.1191 | -0.0859 | 0.7642
2.0 | -0.3333 | -0.1583 | 0.8611
4.0 | -0.7562 | -0.2472 | 1.3218
OK
```
